# The Egg-Box Energy and Its Amplification in Forces and Force Constants: verification in Python

```python
"""Egg-box effect of a uniform real-space grid (hartree atomic units).

Result under test: for an integrand f moved rigidly by s over a cubic grid,
    h^3 sum_j f(r_j - s) = sum_G F(G) exp(-i G.s),  G = (2 pi/h) * integers,
where F(G) is the Fourier integral of f and h the grid spacing. The G = 0 term
is exact; the others are the egg-box energy. The first harmonic is multiplied
by 2 pi/h in the force and by (2 pi/h)^2 in the force constant.

Model 1: one electron in -V0 exp(-beta r^2), s-Gaussian basis on the atom,
         potential matrix on the grid, kinetic and overlap matrices analytic.
Model 2: Dirac exchange energy of two overlapping Gaussian densities.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_CM = const.physical_constants["hartree-inverse meter relationship"][0] / 100
U_TO_ME = const.atomic_mass / const.m_e

# ---------------- Model 1: one electron, basis moving with the atom ----------
V0, beta = 10.0, 2.5
alpha = np.array([0.25, 0.7, 2.0])
norm = (2 * alpha / np.pi) ** 0.75
norms = np.outer(norm, norm)
pair = alpha[:, None] + alpha[None, :]
gamma = pair + beta                      # exponent of orbital*orbital*potential
overlap = norms * (np.pi / pair) ** 1.5
kinetic = 3 * np.outer(alpha, alpha) / pair * overlap
v_exact = -V0 * norms * (np.pi / gamma) ** 1.5
levels, orbitals = eigh(kinetic + v_exact, overlap)
e_exact, c_exact = levels[0], orbitals[:, 0]


def line_sum(h, s):
    """1D grid sum of exp(-gamma (x-s)^2) and its derivative with respect to s."""
    n_max = int(np.ceil(10 / h))
    x = np.arange(-n_max, n_max + 1) * h - s
    g = np.exp(-gamma[..., None] * x**2)
    return h * g.sum(-1), h * (2 * gamma[..., None] * x * g).sum(-1)


def grid_potential(h, s):
    gx, dgx = line_sum(h, s[0])
    gy, gz = line_sum(h, s[1])[0], line_sum(h, s[2])[0]
    return -V0 * norms * gx * gy * gz, -V0 * norms * dgx * gy * gz


def solve(h, s):
    """Ground-state energy on the grid and the x force from its derivative."""
    v, dv = grid_potential(h, s)
    e, c = eigh(kinetic + v, overlap)
    return e[0], -c[:, 0] @ dv @ c[:, 0]


def fourier(g_squared):
    """Fourier integral of density*potential for the exactly integrated state."""
    weights = np.outer(c_exact, c_exact) * v_exact
    return np.sum(weights * np.exp(-g_squared / (4 * gamma)))


def scan_position(h, samples=32):
    """Energy, force and force constant as the atom crosses one grid cell in x."""
    s = np.arange(samples) * h / samples
    d = 0.002 * h
    data = np.array([solve(h, (x, 0, 0)) for x in s])
    k = np.array([-(solve(h, (x + d, 0, 0))[1] - solve(h, (x - d, 0, 0))[1])
                  / (2 * d) for x in s])
    return s, data[:, 0], data[:, 1], k


assert abs(fourier(0.0) - c_exact @ v_exact @ c_exact) < 1e-12
h = 0.35
G1 = 2 * np.pi / h
F1 = fourier(G1**2)
s, energy, force, k = scan_position(h)
amp_e, amp_f, amp_k = np.ptp(energy) / 2, np.abs(force).max(), np.abs(k).max()
A = 2 * abs(F1)
# curves from diagonalization against the first-harmonic formulas, signs included
assert np.allclose(energy - energy.mean(), 2 * F1 * np.cos(G1 * s), rtol=0, atol=5e-3 * A)
assert np.allclose(force, 2 * F1 * G1 * np.sin(G1 * s), rtol=0, atol=5e-3 * A * G1)
assert np.allclose(k, -2 * F1 * G1**2 * np.cos(G1 * s), rtol=0, atol=5e-3 * A * G1**2)

# full three-dimensional sum over harmonics at a general position
s3 = np.array([0.10, 0.20, 0.05]) * h
m = np.array([(a, b, c) for a in range(-2, 3) for b in range(-2, 3)
              for c in range(-2, 3) if (a, b, c) != (0, 0, 0)])
series = sum(fourier(G1**2 * (v @ v)) * np.cos(G1 * (v @ s3)) for v in m)
direct = solve(h, s3)[0] - e_exact
assert abs(direct / series - 1) < 5e-3

# orbital relaxation enters only at second order in the quadrature error
h2 = 0.40
delta = orbitals.T @ (grid_potential(h2, (0, 0, 0))[0] - v_exact) @ orbitals
second = np.sum(delta[0, 1:] ** 2 / (levels[0] - levels[1:]))
residual = solve(h2, (0, 0, 0))[0] - e_exact - delta[0, 0]
assert abs(residual / second - 1) < 0.05

print("MODEL 1: one electron, Gaussian pseudopotential")
print(f"V0 = {V0} hartree, beta = {beta} bohr^-2")
print("basis exponents (bohr^-2):", *alpha)
print(f"exactly integrated energy = {e_exact:.6f} hartree")
print("orbital coefficients:", *np.round(c_exact * np.sign(c_exact[1]), 4))
print(f"h = {h} bohr, 2 pi/h = {G1:.4f} bohr^-1, (2 pi/h)^2 = {G1**2:.2f} bohr^-2")
print(f"plane-wave cutoff of grid (pi/h)^2/2 = {(np.pi / h)**2 / 2:.2f} hartree")
print(f"F(G1) = {F1:.4e} hartree, 2|F(G1)| = {A:.4e} hartree")
print(f"energy amplitude, diagonalization = {amp_e:.4e} hartree")
print(f"force amplitude, diagonalization = {amp_f:.4e} hartree/bohr")
print(f"force-constant amplitude, diagonalization = {amp_k:.4e} hartree/bohr^2")
print(f"force/energy ratio = {amp_f / amp_e:.4f} bohr^-1")
print(f"force-constant/energy ratio = {amp_k / amp_e:.2f} bohr^-2")
print(f"converted energy amplitude = {amp_e * HARTREE_EV * 1e3:.4f} meV")
print(f"converted force amplitude = {amp_f * HARTREE_EV / BOHR_ANG * 1e3:.3f} meV/angstrom")
print(f"converted force-constant amplitude = {amp_k * HARTREE_EV / BOHR_ANG**2:.4f} eV/angstrom^2")
mass_u = 20.0
assert k[0] > 0 and k[len(k) // 2] < 0
freq = np.sqrt(k[0] / (mass_u * U_TO_ME)) * HARTREE_CM
print(f"K at grid point = {k[0]:.4e}, at half spacing = {k[len(k)//2]:.4e} hartree/bohr^2")
print(f"spurious frequency at grid point, mass {mass_u} u = {freq:.2f} cm^-1")
print(f"general position s/h = {np.round(s3 / h, 2)}: egg-box energy")
print(f"  diagonalization {direct:.5e}, harmonic sum {series:.5e} hartree")
print(f"relaxation test, h = {h2} bohr, atom on grid point:")
print(f"  first order {delta[0, 0]:.4e} hartree")
print(f"  remainder {residual:.4e}, second-order formula {second:.4e} hartree")

print("SCAN: h (bohr), amplitudes of E, force, K (hartree, bohr), 2|F(G1)| (hartree)")
previous_k = np.inf
for hh in (0.45, 0.40, 0.35, 0.30):
    g = 2 * np.pi / hh
    _, e_, f_, k_ = scan_position(hh)
    ae, af, ak = np.ptp(e_) / 2, np.abs(f_).max(), np.abs(k_).max()
    predicted = 2 * abs(fourier(g**2))
    assert abs(ae / predicted - 1) < 0.03
    assert abs(af / (g * ae) - 1) < 0.01 and abs(ak / (g**2 * ae) - 1) < 0.02
    assert ak < previous_k
    previous_k = ak
    print(f"  {hh:.2f}  {ae:.3e}  {af:.3e}  {ak:.3e}  {predicted:.3e}")

# very coarse grid: higher harmonics raise the rms ratios above the lower bounds
h_coarse = 1.6
g = 2 * np.pi / h_coarse
_, e_, f_, k_ = scan_position(h_coarse)
ratio_f = np.sqrt(np.mean(f_**2)) / np.std(e_) / g
ratio_k = np.sqrt(np.mean(k_**2)) / np.std(e_) / g**2
assert ratio_f > 1.001 and ratio_k > ratio_f
print(f"COARSE GRID h = {h_coarse} bohr: rms force/(G1 rms E) = {ratio_f:.4f}")
print(f"  rms K/(G1^2 rms E) = {ratio_k:.4f}")

# ---------------- Model 2: exchange energy of two overlapping densities ------
electrons = np.array([2.0, 1.0])
eta = np.array([1.5, 1.0])
centres = np.array([[0.0, 0.0, 0.0], [1.1, 0.7, 0.4]])
CX = 0.75 * (3 / np.pi) ** (1 / 3)


def densities(axis, shift):
    """Atomic densities on a cubic product grid, both atoms moved by shift."""
    result = []
    for q, e, centre in zip(electrons, eta, centres + shift):
        gx, gy, gz = (np.exp(-e * (axis - c) ** 2) for c in centre)
        result.append(q * (e / np.pi) ** 1.5
                      * gx[:, None, None] * gy[None, :, None] * gz[None, None, :])
    return result


hx = 0.8
gx1 = 2 * np.pi / hx
coarse = np.arange(-10, 12) * hx


def exchange_and_forces(shift):
    parts = densities(coarse, shift)
    n = parts[0] + parts[1]
    potential = -4 / 3 * CX * np.cbrt(n)
    forces = []
    for part, e, centre in zip(parts, eta, centres + shift):
        dn = 2 * e * (coarse - centre[0])[:, None, None] * part
        forces.append(-hx**3 * np.sum(potential * dn))
    return -CX * hx**3 * np.sum(n ** (4 / 3)), np.array(forces)


# Fourier integrals by quadrature on a much finer grid, unrelated to the coarse one
fine_h = 0.13
fine = np.arange(-6.03, 7.2, fine_h)
integrand = -CX * sum(densities(fine, np.zeros(3))) ** (4 / 3)
orders = np.arange(-2, 3)
phase = np.exp(-1j * gx1 * np.outer(orders, fine)) * fine_h
coef = np.einsum("ax,xyz->ayz", phase, integrand, optimize=True)
coef = np.einsum("by,ayz->abz", phase, coef, optimize=True)
coef = np.einsum("cz,abz->abc", phase, coef, optimize=True)
exchange_exact = coef[2, 2, 2].real
coef[2, 2, 2] = 0
gvec = gx1 * orders


def harmonic_sums(shift):
    """Egg-box energy, total x force and summed xx force constant."""
    px, py, pz = (np.exp(-1j * gvec * c) for c in shift)
    terms = coef * px[:, None, None] * py[None, :, None] * pz[None, None, :]
    gx = gvec[:, None, None]
    return (terms.sum().real, (1j * gx * terms).sum().real,
            -(gx**2 * terms).sum().real)


scale = 2 * np.abs(coef).max()
step = 1e-3
for fractions in ([0, 0, 0], [0.15, 0.4, 0.7], [0.3, 0.1, 0.2]):
    shift = np.array(fractions) * hx
    total, atom_forces = exchange_and_forces(shift)
    e_egg, f_sum, k_sum = harmonic_sums(shift)
    dx = np.array([step, 0, 0])
    k_direct = -(exchange_and_forces(shift + dx)[1].sum()
                 - exchange_and_forces(shift - dx)[1].sum()) / (2 * step)
    assert abs(total - exchange_exact - e_egg) < 1e-3 * scale
    assert abs(atom_forces.sum() - f_sum) < 1e-3 * scale * gx1
    assert abs(k_direct - k_sum) < 1e-3 * scale * gx1**2

print("MODEL 2: exchange energy of two overlapping Gaussian densities")
print(f"electrons {electrons}, exponents {eta} bohr^-2, h = {hx} bohr")
print(f"second centre relative to first (bohr): {centres[1]}")
print(f"exact integral = {exchange_exact:.6f} hartree; shift s/h = {fractions}")
print(f"egg-box energy: grid {total - exchange_exact:.4e}, harmonics {e_egg:.4e} hartree")
print(f"x forces on atoms: {atom_forces[0]:.6f}, {atom_forces[1]:.6f} hartree/bohr")
print(f"total x force: grid {atom_forces.sum():.4e}, harmonics {f_sum:.4e} hartree/bohr")
print(f"summed K_xx: grid {k_direct:.4e}, harmonics {k_sum:.4e} hartree/bohr^2")
print("tests ok")
```

Output:

```
MODEL 1: one electron, Gaussian pseudopotential
V0 = 10.0 hartree, beta = 2.5 bohr^-2
basis exponents (bohr^-2): 0.25 0.7 2.0
exactly integrated energy = -1.907188 hartree
orbital coefficients: 0.1192 0.1128 0.8349
h = 0.35 bohr, 2 pi/h = 17.9520 bohr^-1, (2 pi/h)^2 = 322.27 bohr^-2
plane-wave cutoff of grid (pi/h)^2/2 = 40.28 hartree
F(G1) = -1.4050e-05 hartree, 2|F(G1)| = 2.8100e-05 hartree
energy amplitude, diagonalization = 2.8103e-05 hartree
force amplitude, diagonalization = 5.0451e-04 hartree/bohr
force-constant amplitude, diagonalization = 9.0572e-03 hartree/bohr^2
force/energy ratio = 17.9520 bohr^-1
force-constant/energy ratio = 322.28 bohr^-2
converted energy amplitude = 0.7647 meV
converted force amplitude = 25.943 meV/angstrom
converted force-constant amplitude = 0.8801 eV/angstrom^2
K at grid point = 9.0572e-03, at half spacing = -9.0562e-03 hartree/bohr^2
spurious frequency at grid point, mass 20.0 u = 109.39 cm^-1
general position s/h = [0.1  0.2  0.05]: egg-box energy
  diagonalization -5.81443e-05, harmonic sum -5.81409e-05 hartree
relaxation test, h = 0.4 bohr, atom on grid point:
  first order -1.5557e-03 hartree
  remainder -2.2493e-06, second-order formula -2.2468e-06 hartree
SCAN: h (bohr), amplitudes of E, force, K (hartree, bohr), 2|F(G1)| (hartree)
  0.45  3.908e-03  5.456e-02  7.666e-01  3.850e-03
  0.40  5.196e-04  8.163e-03  1.283e-01  5.185e-04
  0.35  2.810e-05  5.045e-04  9.057e-03  2.810e-05
  0.30  3.178e-07  6.657e-06  1.394e-04  3.178e-07
COARSE GRID h = 1.6 bohr: rms force/(G1 rms E) = 1.0937
  rms K/(G1^2 rms E) = 1.4097
MODEL 2: exchange energy of two overlapping Gaussian densities
electrons [2. 1.], exponents [1.5 1. ] bohr^-2, h = 0.8 bohr
second centre relative to first (bohr): [1.1 0.7 0.4]
exact integral = -1.202446 hartree; shift s/h = [0.3, 0.1, 0.2]
egg-box energy: grid -6.2870e-04, harmonics -6.2870e-04 hartree
x forces on atoms: 0.091113, -0.097053 hartree/bohr
total x force: grid -5.9401e-03, harmonics -5.9401e-03 hartree/bohr
summed K_xx: grid -1.1198e-02, harmonics -1.1198e-02 hartree/bohr^2
tests ok
```
